# Simon's ω recurrence and partial reorthogonalization in the Lanczos method, part 2

A Lanczos program for a real symmetric $n\times n$ matrix $A$ (energies in hartree, $\|A\|$ the spectral norm) stores vectors $q_j$ and coefficients $\alpha_j,\beta_j$. Rounding spoils orthogonality; the aim is to estimate $\omega_{jk}=q_j^Tq_k$ cheaply and reorthogonalize only when needed. Indices start at 1, with $q_0=0$, $\beta_1=0$, $\omega_{j0}=0$; $\varepsilon$ is machine epsilon.

Step $j$ forms $r=Aq_j-\beta_jq_{j-1}$, $\alpha_j=q_j^Tr$, $r'=r-\alpha_jq_j$, optionally removes components $w_{kj}=q_k^Tr'$ along earlier vectors, and normalizes. With rounding error $f_j$,
$$\beta_{j+1}q_{j+1}=Aq_j-\alpha_jq_j-\beta_jq_{j-1}-g_j,\qquad g_j=f_j+\sum_{k\le j}w_{kj}q_k. \tag{1}$$
$$\|f_j\|=O(\varepsilon\|A\|),\qquad |\omega_{jj}-1|=O(\varepsilon),\qquad \beta_{j+1}|\omega_{j+1,j}|=O(\varepsilon\|A\|). \tag{2}$$
Without removal, with $\delta_j$ and $e_j'$ the errors of $\alpha_j$ and of the update and division,
$$\beta_{j+1}\omega_{j+1,j}=q_j^Tr-\alpha_j\omega_{jj}+q_j^Te_j'=-\delta_j+\alpha_j(1-\omega_{jj})+q_j^Te_j'. \tag{3}$$
For $1\le k\le j-1$, exactly,
$$\beta_{j+1}\omega_{j+1,k}=\beta_{k+1}\omega_{j,k+1}+(\alpha_k-\alpha_j)\omega_{jk}+\beta_k\omega_{j,k-1}-\beta_j\omega_{j-1,k}+q_j^Tg_k-q_k^Tg_j. \tag{6}$$
The last two terms are the sources; chaining (6) feeds its output back.

Let $Q=[q_1,\dots,q_j]$, $F=[f_1,\dots,f_j]$, $T$ the tridiagonal matrix of $\alpha_i,\beta_{i+1}$, $e_j$ the last unit vector, $u=Q^Tq_{j+1}$, $K=Q^TF-F^TQ$, $[X,Y]=XY-YX$, and $Q^TQ=D+U+U^T$ with $D$ diagonal and $U$ strictly upper triangular; $\operatorname{su}$ takes the strictly upper part. Without removal,
$$[T,U]=\beta_{j+1}ue_j^T+G,\qquad G=\operatorname{diag}\left(\beta_i\omega_{i,i-1}-\beta_{i+1}\omega_{i+1,i}\right)_{i=1}^{j}+\operatorname{su}\left(K-[T,D]\right). \tag{9}$$
For $Ts=\theta s$, $\|s\|=1$, $y=Qs$ and Ritz residual $\rho=\beta_{j+1}|s_j|$,
$$\beta_{j+1}s_j\;y^Tq_{j+1}=-s^TGs. \tag{10}$$
$$u=\sum_{i=1}^{j}s^{(i)}\left(s^{(i)T}u\right)=-\sum_{i=1}^{j}s^{(i)}\,\frac{s^{(i)T}Gs^{(i)}}{\beta_{j+1}s^{(i)}_j}. \tag{11}$$

Example: open six-site Hubbard chain, hopping $t=0.1$ Ha, repulsion $U=0.4$ Ha, three electrons of each spin, $n=400$, lowest eigenvalues $E_0=-0.309257$ Ha and $E_1=-0.269150$ Ha, $\|A\|=1.509257$ Ha, random start vector. The worked run has 250 double-precision steps: $\varepsilon=2.220\times10^{-16}$, $\sqrt\varepsilon=1.490\times10^{-8}$, $\varepsilon\|A\|=3.351\times10^{-16}$ Ha. Without removal, the largest off-diagonal $|\omega|$ (the true level) first exceeds $\sqrt\varepsilon$ at $q_{53}$. The checking program also runs 80 single-precision steps ($\varepsilon_{32}=1.192\times10^{-7}$), evaluating $f_j$ and $\omega_{jk}$ in double precision.

### The recurrence amplifies its own errors

Equation (6) is linear in $\omega$. Suppose a table $\hat\omega$ is produced by chaining (6) with the correct diagonals and local terms but sources that are off by small amounts, collected in a strictly upper matrix $\delta G$. The differences $\delta U$, $\delta u$ obey (9) with $G$ replaced by $\delta G$, because subtraction removes everything the two tables share. Then (10) gives $|s^T\delta u|=|s^T\delta G\,s|/\rho$. The component $s^T\delta G\,s$ of an injected error is thus amplified by the inverse of the residual of that pair, in the worst case by the inverse of the smallest Ritz residual.

This decides how removal must be recorded. In a reorthogonalized run the true $\omega$ returns to rounding level at each removal, by cancellation between the four known terms of (6) and $q_k^Tg_j$, while the residual of a converged pair keeps falling. Chaining (6) through such cancellations fails even with sources known to double precision: after 80 single-precision steps with reorthogonalization, the smallest residual is of order $10^{-18}$ Ha (below the guaranteed accuracy of an eigenvector component, so only its smallness is meaningful) and the chained table is off by 16. Without reorthogonalization the smallest residual at the last step is $1.7\times10^{-8}$ Ha and the drift is $8.2\times10^{-10}$. In both runs the product of drift and smallest residual never exceeds $0.33\,\varepsilon\|A\|$ with the double-precision $\varepsilon$; the program asserts a limit of $10^3$. Estimates must be overwritten after a removal, not corrected.

### The computable estimate

The sources are unknown, and only their size is available. Keep two arrays, the estimates $\hat\omega_{j,\cdot}$ and $\hat\omega_{j-1,\cdot}$ with zero diagonals, and after $\beta_{j+1}$ is known set, for $k\le j-1$,
$$\tau_k=\beta_{k+1}\hat\omega_{j,k+1}+(\alpha_k-\alpha_j)\hat\omega_{jk}+\beta_k\hat\omega_{j,k-1}-\beta_j\hat\omega_{j-1,k},$$
$$\hat\omega_{j+1,k}=\frac{\tau_k+\operatorname{sign}(\tau_k)\,\varepsilon\|A\|}{\beta_{j+1}},\qquad \hat\omega_{j+1,j}=\frac{\varepsilon\|A\|}{\beta_{j+1}}, \tag{12}$$
with $\operatorname{sign}(0)=+1$. This costs $O(j)$ scalar operations against $O(nj)$ for the true row. The sign rule is reproducible. A random source of the same size gives a lower estimate, and so a smaller margin: used as the trigger of Part II in this model, it can let the true level pass $\sqrt\varepsilon$. The program uses the exact $\|A\|$.

The table $\hat\omega$ obeys (9)–(11) with a model matrix $\hat G$ in place of $G$ and with the same $T$. Along each Ritz direction the ratio of estimate to truth is therefore $s^T\hat Gs/s^TGs$: the exponentially small denominator cancels, and the growth rate is reproduced. The prefactor is not. Nor is (12) a bound: the sign rule maximizes each entry given the previous estimated rows, but later rows combine entries with coefficients of both signs, and nothing forbids $s^T\hat Gs$ from being small for a direction in which $s^TGs$ is not.

In the example the largest true entry is $1.91\times10^{-11}$ at $q_{41}$ and $7.75\times10^{-9}$ at $q_{51}$, a factor $406$ in ten steps or about $1.8$ per step; the estimates are $3.89\times10^{-9}$ and $1.14\times10^{-6}$, ratios $204$ and $147$. While the true level rises from $10^{-12}$ to $10^{-2}$ the ratio stays between 119 and 285 for this start vector; being a ratio of prefactors $s^T\hat Gs/s^TGs$, it changes with the start vector and should not be read as a fixed margin. The program asserts that it lies between 1 and $10^4$ and varies by less than a factor 100. The estimate crosses $\sqrt\varepsilon$ at $q_{44}$, nine steps before the truth. Two things make the overestimate large. The model source $\varepsilon\|A\|$ is much larger than a typical true source (even the largest one in the single-precision run is $0.14$ in these units), and for this start vector that is the larger cause. The sign rule, which aligns the sources where true roundings add with mixed signs, supplies a further, smaller factor. Once the true level is of order one the estimate has no meaning: at $q_{81}$ it reads $98$ against a true $0.215$.

One entry shows the arithmetic of (6) on true inner products. For $j=52$, $k=7$: $\alpha_7-\alpha_{52}=0.637177-0.653287=-0.016110$ Ha, and the four terms are
$$0.470333\times(-1.15232\times10^{-8})=-5.4198\times10^{-9},$$
$$(-0.016110)\times(-8.23417\times10^{-9})=+0.1327\times10^{-9},$$
$$0.507146\times(-1.23788\times10^{-8})=-6.2779\times10^{-9},$$
$$-0.410614\times(-7.75110\times10^{-9})=+3.1827\times10^{-9},$$
in hartree. The sum is $-8.3823\times10^{-9}$ Ha, and division by $\beta_{53}=0.360668$ Ha gives $-2.3241\times10^{-8}$, equal to the directly computed $\omega_{53,7}=-2.324095\times10^{-8}$ in all printed digits. The omitted source is of relative size $\varepsilon\|A\|/(8.4\times10^{-9}\ \mathrm{Ha})=4\times10^{-8}$: at this level the recurrence is homogeneous for practical purposes.

## Part II. The threshold and the rule

This part uses the following. $A$ is symmetric, $Q=[q_1,\dots,q_j]$ holds the stored vectors, $\omega_{ik}=q_i^Tq_k$, $C=Q^TQ$, and $T$ is tridiagonal with entries $\alpha_i,\beta_{i+1}$. In step $i$ the vector $r'$ is the new direction before removal, $w_{ki}=q_k^Tr'$ for $k$ in the chosen set $S$, and $W=(w_{ki})$ is upper triangular because $k\le i$. The rounding vectors $F=[f_1,\dots,f_j]$ and the local quantities obey the size assumptions (2); in particular $q_i^Tr'=O(\varepsilon\|A\|)$ by the argument of (3). The recurrence (6) is exact with $g_i=f_i+Qw_i$, where $w_i$ is column $i$ of $W$, and (12) is its computable estimate $\hat\omega$. The level $\kappa$ is the largest off-diagonal $|\omega_{ik}|$ among $q_1,\dots,q_{j+1}$, including the overlaps $\omega'_{i+1,k}=q_k^Tr'/\|r'\|$ that a vector had before removal. The assumption $j\kappa\ll1$ makes $C$ diagonally dominant, hence positive definite.

### The projected matrix in an orthonormal basis

With removal, the columns of (1) give
$$AQ=Q(T+W)+\beta_{j+1}q_{j+1}e_j^T+F. \tag{13}$$
The Rayleigh–Ritz procedure on the span of $Q$ diagonalizes $H=N^TAN$ for an orthonormal basis $N$. Take $Q=NR$ with $N^TN=I$ and $R$ upper triangular with positive diagonal, and extend the factorization by one column, so that $r_{j,j+1}=n_j^Tq_{j+1}$. Substitute $Q=NR$ in (13), multiply from the left by $N^T$ and from the right by $R^{-1}$:
$$H=RTR^{-1}+RWR^{-1}+\beta_{j+1}\left(N^Tq_{j+1}\right)e_j^TR^{-1}+E,\qquad E=N^TFR^{-1}. \tag{14}$$
$H$ is symmetric, so its lower triangle with the diagonal determines it. Each term is evaluated there.

The inverse $R^{-1}$ is upper triangular with diagonal $1/r_{ii}$. Its first superdiagonal follows from $(RR^{-1})_{i-1,i}=0$, that is $r_{i-1,i-1}(R^{-1})_{i-1,i}+r_{i-1,i}/r_{ii}=0$, so $(R^{-1})_{i-1,i}=-r_{i-1,i}/(r_{i-1,i-1}r_{ii})$. Its last row is $e_j^T/r_{jj}$, so the third term of (14) has only a last column, and its one entry in the lower triangle is $\beta_{j+1}r_{j,j+1}/r_{jj}$ at position $(j,j)$.

The product $RWR^{-1}$ of three upper triangular matrices is upper triangular with diagonal $r_{ii}w_{ii}/r_{ii}=w_{ii}$. All removed coefficients $w_{ki}$ with $k<i$ drop out of the lower triangle.

For $M=RT$, $M_{il}=\sum_pr_{ip}T_{pl}$ needs $i\le p\le l+1$, so $M_{il}=0$ for $l<i-1$, with $M_{i,i-1}=r_{ii}\beta_i$ and $M_{ii}=r_{ii}\alpha_i+r_{i,i+1}\beta_{i+1}$ (the second term absent for $i=j$). In $(MR^{-1})_{ik}=\sum_lM_{il}(R^{-1})_{lk}$ the sum needs $i-1\le l\le k$. It is empty for $k<i-1$, has the single term $M_{i+1,i}/r_{ii}$ at position $(i+1,i)$, and on the diagonal has two terms:
$$(MR^{-1})_{ii}=M_{i,i-1}(R^{-1})_{i-1,i}+\frac{M_{ii}}{r_{ii}}=-\beta_i\frac{r_{i-1,i}}{r_{i-1,i-1}}+\alpha_i+\beta_{i+1}\frac{r_{i,i+1}}{r_{ii}} .$$
For $i=j$ the last term is supplied by the third term of (14). Collecting,
$$H_{ii}=\alpha_i+w_{ii}+\beta_{i+1}\frac{r_{i,i+1}}{r_{ii}}-\beta_i\frac{r_{i-1,i}}{r_{i-1,i-1}}+E_{ii},$$
$$H_{i+1,i}=\beta_{i+1}\frac{r_{i+1,i+1}}{r_{ii}}+E_{i+1,i},\qquad H_{ik}=E_{ik}\quad(k<i-1). \tag{15}$$
These are exact. Only the diagonal and first superdiagonal of $R$ appear. The program tests (15) in single precision: the formula reproduces the lower triangle of $H$ to $1.3\times10^{-15}$ Ha on the first 42 vectors of the run without removal (before the level reaches $0.05$ at $q_{43}$), where $\max|H-T|=8.4\times10^{-4}$ Ha, and to $5.6\times10^{-16}$ Ha in the run with removal, where $\max|H-T|=1.9\times10^{-7}$ Ha, about one unit of $\varepsilon_{32}\|A\|$.

### The error is quadratic in the level

From $Q=NR$ follows $C=R^TR$, entry by entry $\omega_{pk}=\sum_{l\le p}r_{lp}r_{lk}$ for $p\le k$. Isolating the term $l=p$,
$$r_{pp}^2=\omega_{pp}-\sum_{l<p}r_{lp}^2,\qquad r_{pp}r_{pk}=\omega_{pk}-\sum_{l<p}r_{lp}r_{lk}\quad(p<k). \tag{16}$$
By induction over the rows $p$, if the earlier off-diagonal entries are of size $\kappa$, both sums are at most of size $j\kappa^2$; then $r_{pp}=1+O(j\kappa^2+\varepsilon)$ and $r_{pk}=\omega_{pk}+O(j\kappa^2)$, again of size $\kappa$ because $j\kappa\ll1$. Inside the sums $r_{lp}$ may thus be replaced by $\omega_{lp}$ at leading order. With $\sigma_i^2=\sum_{l<i}\omega_{li}^2\le j\kappa^2$ and $\sqrt{1-x}\approx1-x/2$,
$$r_{ii}=1-\tfrac12\sigma_i^2+O(\varepsilon),\qquad H_{i+1,i}-\beta_{i+1}=\tfrac12\beta_{i+1}\left(\sigma_i^2-\sigma_{i+1}^2\right)+O(\varepsilon\|A\|). \tag{17}$$
Here $|E_{ik}|\le\|FR^{-1}e_k\|=O(\varepsilon\|A\|)$ was used, since column $k$ of $R^{-1}$ is $e_k$ plus at most $j$ entries of size $\kappa$. The bracket is a difference of two numbers in $[0,j\kappa^2]$, so the off-diagonal error is at most $\tfrac12\beta_{i+1}j\kappa^2$ plus rounding. Equation (17) also shows $\beta_{i+1}\le\|A\|$ to leading order, because $|H_{i+1,i}|=|n_{i+1}^TAn_i|\le\|A\|$.

On the diagonal, (16) gives $\beta_{i+1}r_{i,i+1}/r_{ii}\approx\beta_{i+1}\omega_{i+1,i}-\beta_{i+1}\sum_{l<i}\omega_{li}\omega_{l,i+1}$. A superdiagonal entry of $R$ would in general be of first order in $\kappa$; this one is not, because its first-order part is the local quantity. Without removal $\beta_{i+1}\omega_{i+1,i}=O(\varepsilon\|A\|)$. With removal, $w_{ii}$ is zero or $q_i^Tr'=O(\varepsilon\|A\|)$, and
$$\beta_{i+1}\omega_{i+1,i}=q_i^Tr'-\sum_{l\in S}w_{li}\omega_{il}+O(\varepsilon\|A\|)=-\sum_{l\in S,\,l<i}\beta_{i+1}\omega'_{i+1,l}\,\omega_{il}+O(\varepsilon\|A\|),$$
where $\|r'\|=\beta_{i+1}$ to leading order. For $l\in S$ the stored $\omega_{l,i+1}$ is of second order, and for $l\notin S$ it equals $\omega'_{i+1,l}$ to that order (both shown in the section on one pass). The two sums join, and in either case
$$\beta_{i+1}\frac{r_{i,i+1}}{r_{ii}}=-\beta_{i+1}\sum_{l<i}\omega_{il}\,\omega'_{i+1,l}+O(\varepsilon\|A\|), \tag{18}$$
at most $\beta_{i+1}j\kappa^2$ plus rounding. The diagonal of (15) has two such terms, so $|H_{ii}-\alpha_i|\le(\beta_i+\beta_{i+1})j\kappa^2+O(\varepsilon\|A\|)$, and for all entries
$$|H_{ik}-T_{ik}|\le2j\kappa^2\|A\|+O(\varepsilon\|A\|). \tag{19}$$
The comparison must be made in the basis $N$. From (13) with $W=0$, $Q^TAQ-T=(C-I)T+\beta_{j+1}ue_j^T+Q^TF$, which is of first order in $\kappa$; but $Q^TAQ$ is not the Rayleigh–Ritz matrix, since $Q$ is not orthonormal. Fits of logarithm against logarithm over $10^{-6}<\kappa<10^{-2}$ in the run without removal give exponents $1.88$ for $\max|H-T|$ and $0.96$ for $\max|Q^TAQ-T|$; the program asserts $2$ and $1$ within $0.25$, and asserts (19) with a rounding allowance of $100\,\varepsilon\|A\|$ at every step up to $\kappa=10^{-2}$. The prefactor in (17) and (18) is not constant from step to step, so an exact integer is not expected; the particular shortfall is not analysed.

### The threshold

The first term of (19) is of the size of the second when $j\kappa^2\approx\varepsilon$, up to the factor 2 and the rounding constant. A basis with $\kappa\lesssim\sqrt{\varepsilon/j}$ is called semiorthogonal, and for it $T$ equals $H$ to rounding. Keeping $\kappa$ much smaller buys nothing in $T$, since the rounding term remains.

The factor $j$ comes from giving every term of the sums its maximal size and sign. At the crossing in the example, $j=52$ and $\kappa=2.32\times10^{-8}$, the bound is $2\times52\times(2.32\times10^{-8})^2/(2.220\times10^{-16})\approx250$ units of $\varepsilon\|A\|$, while the measured $\max|H-T|$ is $2.0$ units, a figure that includes the rounding of evaluating $H$ in the same precision. For 250 steps the strict level would be $\sqrt{\varepsilon/250}=9.4\times10^{-10}$, a factor 16 below $\sqrt\varepsilon$. The direct test of the threshold uses true inner products as the trigger and removes all earlier vectors in pairs of steps, for 150 steps. With trigger $\sqrt\varepsilon$, $\max|H-T|=6.7\times10^{-16}$ Ha, two units. With trigger $10^{-4}$ it is $2.5\times10^{-8}$ Ha, of the order of the trigger squared times $\|A\|$, and $7\times10^{7}$ units. In this model $\sqrt\varepsilon$ suffices; where a guarantee is wanted, $\sqrt{\varepsilon/j}$ is the level that (19) supports.

Two consequences follow for eigenvalues, ordered upward. The min–max characterization $\theta_m(X)=\min_{\dim V=m}\max_{x\in V,\|x\|=1}x^TXx$, with $|x^T(H-T)x|\le\|H-T\|_2$, gives $|\theta_m(T)-\theta_m(H)|\le\|H-T\|_2$; this norm is at most the largest absolute row sum of $H-T$, which holds three entries of the form (19) and otherwise rounding. The same characterization applied to $H=N^TAN$ is the minimization for $A$ restricted to subspaces of the span of $N$, so $\theta_m(H)\ge E_{m-1}$. In particular the second Ritz value cannot fall below $E_1$ by more than $\|H-T\|_2$, and a spurious second copy of a nondegenerate $E_0$ is excluded. Without removal $j\kappa\ll1$ fails and the exclusion is lost: after 250 steps $T$ has four eigenvalues within $10^{-7}$ Ha of $E_0$.

Ritz vectors need more care than Ritz values. Applying (13) to an eigenvector $s$ of $T$ gives $Ay-\theta y=QWs+\beta_{j+1}s_jq_{j+1}+Fs$ for $y=Qs$, and $QWs=\sum_i s_i\,Qw_i$ can be of first order in $\kappa$. It is weighted by the components of $s$ at the treated steps, so it is much smaller for a pair that was already well converged when the removals began, such as the extreme pairs of the example. The vector $Ns=QR^{-1}s$ is free of this: multiplying (13) by $R^{-1}$ and by the projector $P=I-NN^T$, which annihilates $Q$, gives $PAN=P(\beta_{j+1}q_{j+1}e_j^T/r_{jj}+FR^{-1})$, so $ANs-\theta Ns=N(H-T)s+PANs$ has norm of order $\beta_{j+1}|s_j|$ plus $\|H-T\|_2$ and rounding. Accuracy beyond $\kappa$ is guaranteed for every pair only if the eigenvector is formed with $R^{-1}s$, which requires $C$. The program does not test this remark.

This part has given the computable estimate (12) and shown that the error of $T$ is quadratic in the level $\kappa$, which makes $\sqrt{\varepsilon/j}$ the guaranteed threshold and $\sqrt\varepsilon$ the working one. What remains is to show why one pass on two consecutive vectors is enough, to state the algorithm and test it on the example, and to say when it fails or changes.
